# The Impact-Ionisation Threshold for Parabolic Bands of Equal Mass, part 2

A conduction electron at \(\mathbf k\) lifts a valence electron from \(\mathbf k_v\) across the gap \(E_g\). This leaves electrons at \(\mathbf k_1\) and \(\mathbf k_2\) and a hole at \(\mathbf k_3=-\mathbf k_v\). We seek the threshold \(E_{\rm th}\) of the initiating carrier's kinetic energy \(E\), measured from its own band edge. The band energies \(E_c\) (conduction) and \(E_v\) (valence) are measured from the valence-band top. Without phonons or reciprocal-lattice vectors, momentum conservation reads

\[
\mathbf k+\mathbf k_v=\mathbf k_1+\mathbf k_2,
\tag{4}
\]

\[
\mathbf k=\mathbf k_1+\mathbf k_2-\mathbf k_v
=\mathbf k_1+\mathbf k_2+\mathbf k_3 .
\tag{7}
\]

For parabolic bands with extrema at \(\mathbf k=0\) and equal masses \(m\), with \(a=\hbar^2/2m\), energy conservation is

\[
E=ak^2=E_g+a\left(k_1^2+k_2^2+k_3^2\right).
\tag{8}
\]

Let \(D\ge0\) be the sum of the squared differences between the three final wavevectors. Then

\[
D=2\left(k_1^2+k_2^2+k_3^2\right)
-2\left(\mathbf k_1\cdot\mathbf k_2+\mathbf k_2\cdot\mathbf k_3+\mathbf k_3\cdot\mathbf k_1\right).
\tag{9}
\]

\[
|\mathbf k_1+\mathbf k_2+\mathbf k_3|^2
=k_1^2+k_2^2+k_3^2
+2\left(\mathbf k_1\cdot\mathbf k_2+\mathbf k_2\cdot\mathbf k_3+\mathbf k_3\cdot\mathbf k_1\right).
\tag{10}
\]

\[
3\left(k_1^2+k_2^2+k_3^2\right)=k^2+D .
\tag{11}
\]

\[
a\left(k_1^2+k_2^2+k_3^2\right)=\frac{E}{3}+\frac{aD}{3}\ \ge\ \frac{E}{3}.
\tag{12}
\]

Every energy from the threshold upwards is reached by a choice of \(\mathbf q\) in

\[
\mathbf k_1=\frac{\mathbf k}{3}+\mathbf q,\qquad
\mathbf k_2=\frac{\mathbf k}{3}-\mathbf q,\qquad
\mathbf k_3=\frac{\mathbf k}{3}.
\tag{14}
\]

The threshold and the state there are

\[
E_{\rm th}=\frac32E_g .
\tag{16}
\]

\[
\mathbf k_1=\mathbf k_2=\mathbf k_3=\frac{\mathbf k}{3},\qquad
\mathbf k_v=-\frac{\mathbf k}{3}.
\tag{17}
\]

An electron starting at rest at the band edge in a field \(F\), and absorbing no lattice energy, must first travel at least

\[
x_{\min}=\frac{E_{\rm th}}{eF},
\tag{1}
\]

where \(e\) is the elementary charge. For unequal electron and hole masses \(m_e\) and \(m_h\), the bands and the electron threshold \(E_{\rm th}^{(e)}\) are

\[
E_c=E_g+\frac{\hbar^2k^2}{2m_e},\qquad
E_v=-\frac{\hbar^2k^2}{2m_h}.
\tag{20}
\]

\[
E\ge E_{\rm th}^{(e)}=E_g\,\frac{2m_e+m_h}{m_e+m_h}
=E_g\left(1+\frac{m_e}{m_e+m_h}\right).
\tag{24}
\]

The numerical example has \(E_g=1\) eV, \(m=0.1\) free-electron masses (\(m_0\)) and \(a=0.381\ \mathrm{eV\,nm^2}\). It also treats electrons with \(E=1.2\) eV and \(E=1.8\) eV, the latter with \(\mathbf q\) perpendicular to \(\mathbf k\).

### An initiating hole

A hole can also ionise. The empty valence state at \(\mathbf p\) is replaced by two empty valence states at \(\mathbf p_1\) and \(\mathbf p_2\), and an electron appears in the conduction band at \(\mathbf k_e\). An empty state contributes minus its wavevector and minus its energy, so the conservation laws are

\[
-\mathbf p=-\mathbf p_1-\mathbf p_2+\mathbf k_e,\qquad
-E_v(\mathbf p)=-E_v(\mathbf p_1)-E_v(\mathbf p_2)+E_c(\mathbf k_e).
\tag{25}
\]

With the hole wavevectors \(\mathbf h=-\mathbf p\), \(\mathbf h_1=-\mathbf p_1\), \(\mathbf h_2=-\mathbf p_2\) and the bands (20), these become

\[
\mathbf h=\mathbf h_1+\mathbf h_2+\mathbf k_e,\qquad
\frac{\hbar^2h^2}{2m_h}=E_g+\frac{\hbar^2(h_1^2+h_2^2)}{2m_h}+\frac{\hbar^2k_e^2}{2m_e}.
\tag{26}
\]

This is the electron problem with \(m_e\) and \(m_h\) exchanged. Hence

\[
E_{\rm th}^{(h)}=E_g\,\frac{2m_h+m_e}{m_e+m_h},\qquad
E_{\rm th}^{(e)}+E_{\rm th}^{(h)}=3E_g .
\tag{27}
\]

The sum follows because the two numerators add to \(3(m_e+m_h)\). In this model, a change of mass ratio that lowers one threshold raises the other by the same amount. Equal masses give \(3E_g/2\) for both carriers.

For \(m_e=0.1\) and \(m_h=0.5\) free-electron masses, (24) gives \(0.7/0.6=1.167\) gaps for an electron, and (27) gives \(1.1/0.6=1.833\) gaps for a hole. The lighter carrier has the lower threshold. This alone does not settle which carrier ionises more often in a device, because that also depends on how each carrier gains energy from the field and loses it to the lattice.

### A displaced conduction minimum

Return to equal masses, but let the conduction minimum lie at \(\mathbf Q\) while the valence maximum stays at \(\mathbf k=0\):

\[
E_c(\mathbf k)=E_g+a|\mathbf k-\mathbf Q|^2 .
\tag{28}
\]

Let all conduction electrons stay in this one valley, and measure their wavevectors from its minimum: \(\mathbf k=\mathbf Q+\boldsymbol\kappa\), \(\mathbf k_1=\mathbf Q+\boldsymbol\kappa_1\) and \(\mathbf k_2=\mathbf Q+\boldsymbol\kappa_2\). There is one conduction electron before the collision and there are two after it, so (7) contains \(\mathbf Q\) once on the left and twice on the right:

\[
\mathbf Q+\boldsymbol\kappa=2\mathbf Q+\boldsymbol\kappa_1+\boldsymbol\kappa_2+\mathbf k_3
\quad\Longrightarrow\quad
\boldsymbol\kappa-\mathbf Q=\boldsymbol\kappa_1+\boldsymbol\kappa_2+\mathbf k_3 .
\tag{29}
\]

The energy balance keeps its form, \(a\kappa^2=E_g+a(\kappa_1^2+\kappa_2^2+k_3^2)\). The three final vectors now add up to \(\boldsymbol\kappa-\mathbf Q\), so by the argument of (9)–(12) the sum of their squares is at least \(|\boldsymbol\kappa-\mathbf Q|^2/3\). The construction (14), with \(\boldsymbol\kappa-\mathbf Q\) in place of \(\mathbf k\), reaches every larger value. Define \(g\) by \(ag^2=E_g\), and let \(\theta\) be the angle between \(\boldsymbol\kappa\) and \(\mathbf Q\). Ionisation is possible if and only if

\[
\kappa^2\ge g^2+\frac{\kappa^2-2\kappa Q\cos\theta+Q^2}{3}.
\]

Multiplying by 3 and collecting terms gives

\[
2\kappa^2+2\kappa Q\cos\theta-Q^2-3g^2\ge0 .
\tag{30}
\]

At fixed \(\kappa>0\) the left-hand side is largest for \(\theta=0\), so the lowest threshold belongs to an electron with \(\boldsymbol\kappa\) parallel to \(\mathbf Q\). The positive root of the quadratic for \(\theta=0\) is

\[
\kappa_{\rm th}=\frac{-Q+\sqrt{3Q^2+6g^2}}{2},\qquad
\frac{E_{\rm th}}{E_g}=\frac{\kappa_{\rm th}^2}{g^2}.
\tag{31}
\]

For \(Q=0\) this gives \(\kappa_{\rm th}^2=6g^2/4\), which is the factor \(3/2\) again. For \(Q=g\) the root is \((-g+3g)/2=g\), and the threshold falls to the gap itself. The reason is visible in (29): when \(\boldsymbol\kappa=\mathbf Q\), the final vectors add up to zero, and all three particles can be created at rest at their band extrema. No displacement can bring the threshold below \(E_g\), since the final kinetic energy is never negative.

To find where the threshold returns to \(3E_g/2\), insert \(\kappa^2=3g^2/2\) and \(\theta=0\) into (30). The terms in \(g^2\) cancel, and the condition becomes \(Q(2\kappa-Q)\ge0\). The lowest threshold is therefore below \(3E_g/2\) for \(0<Q<\sqrt6\,g\) and above it for \(Q>\sqrt6\,g\). The numerical minimisation agrees: it gives 1.10, 1.00 and 1.88 gaps for \(Q/g=0.5\), 1 and 3.

Silicon has an indirect gap, several equivalent valleys and anisotropic masses. Neither (16) nor the one-valley formula (31) is therefore a prediction for silicon. What carries over is the method: minimise the final energy subject to both conservation laws, with the actual bands.

### Reciprocal-lattice vectors and phonons

In a crystal, momentum is conserved up to a reciprocal-lattice vector \(\mathbf G\). For the direct gap with equal masses, (7) is then replaced by \(\mathbf k-\mathbf G=\mathbf k_1+\mathbf k_2+\mathbf k_3\). This has the form of (29) with \(\mathbf G\) in place of \(\mathbf Q\), so the result just obtained applies: such a process lowers the threshold only if \(G<\sqrt6\,g\). The ordinary threshold wavenumber is \(k_{\rm th}=\sqrt{3/2}\,g\), and \(\sqrt6\,g=2k_{\rm th}\). The condition is therefore

\[
k_{\rm th}>\frac G2 .
\tag{32}
\]

The plane that bisects \(\mathbf G\) lies at the distance \(G/2\) from the zone centre. If \(k_{\rm th}\) is smaller than half of every non-zero reciprocal-lattice vector, the threshold state lies inside the first Brillouin zone for every direction of \(\mathbf k\), and these processes do not lower the threshold. Leaving them out of the first half is then consistent. If (32) holds for some \(\mathbf G\), the lower threshold belongs to a parabola continued beyond the first zone, which is not a reliable description of a real band. For an initial state inside the first zone \(|\mathbf k-\mathbf G|\ge k\), so the final particles have no less momentum to carry, and the process cannot lower the threshold.

A phonon weakens the momentum constraint in another way. Let the collision emit a phonon of wavevector \(\mathbf w\) and energy \(\hbar\Omega\). Conservation then reads

\[
\mathbf k=\mathbf k_1+\mathbf k_2+\mathbf k_3+\mathbf w,\qquad
E=E_g+\hbar\Omega+a\left(k_1^2+k_2^2+k_3^2\right).
\tag{33}
\]

If a phonon with \(\mathbf w=\mathbf k\) exists, it can take all the momentum, and the three particles can be left at rest. The energy needed is then \(E_g+\hbar\Omega\), which is below \(3E_g/2\) whenever \(\hbar\Omega<E_g/2\). The value \(3E_g/2\) is thus the threshold of the direct collision, and not an absolute limit for all processes in a crystal. How much the phonon-assisted process contributes is a question of rates, which the conservation laws do not answer.

### Bands that are not parabolic

For general smooth bands, fix \(\mathbf k\) and look for the final state that costs the least energy. With \(\mathbf k_v=\mathbf k_1+\mathbf k_2-\mathbf k\) from (4), the quantity to be minimised is

\[
W_f(\mathbf k_1,\mathbf k_2)=E_c(\mathbf k_1)+E_c(\mathbf k_2)-E_v(\mathbf k_1+\mathbf k_2-\mathbf k).
\]

At a minimum the derivatives with respect to \(\mathbf k_1\) and \(\mathbf k_2\) vanish. Since \(\mathbf k_v\) changes by the same amount as either of them,

\[
\nabla E_c(\mathbf k_1)=\nabla E_v(\mathbf k_v)=\nabla E_c(\mathbf k_2).
\tag{34}
\]

Divided by \(\hbar\), this says that the two electrons and the hole have equal group velocities. The rule found for parabolic bands therefore survives as a necessary condition at such a minimum. The number \(3/2\) does not follow from (34), because it came from the quadratic relation between energy and wavevector.

A simple example shows how much this matters. Let the kinetic energy \(\varepsilon\) of electrons and holes alike obey

\[
\varepsilon(1+\alpha\varepsilon)=ak^2,\qquad \alpha\ge0 ,
\]

so that the bands are parabolic near \(\mathbf k=0\) and rise more slowly farther out. Since \(\varepsilon\) is a convex function of \(\mathbf k\), equal sharing of the wavevector is still the cheapest choice. Each final particle then has wavevector \(\mathbf k/3\), and its kinetic energy must not exceed \((E-E_g)/3\). Inserting this energy into the band relation and multiplying by 9 gives the condition

\[
E(1+\alpha E)\le3(E-E_g)+\alpha(E-E_g)^2 .
\]

The terms in \(\alpha E^2\) cancel, which leaves

\[
2E(1-\alpha E_g)\ge E_g(3-\alpha E_g).
\]

For \(\alpha=0\) the threshold is \(3E_g/2\). For \(\alpha E_g=0.2\) it is \(1.75E_g\), and for \(\alpha E_g=0.5\) it is \(2.5E_g\). At \(\alpha E_g=1\), the value for two mirror-image bands that are coupled only to each other, with the free-electron term \(\hbar^2k^2/2m_0\) dropped, the left-hand side is zero and the direct collision is impossible at any energy. This prohibition depends on electrons and holes having the same dispersion. If the electrons keep \(\alpha E_g=1\) but the hole lies in a parabolic band whose mass is 30 times the electron mass at the band edge, the threshold is about \(1.07E_g\). The factor \(3/2\) is therefore a result for parabolic bands, and not an estimate to be used for a real material without its band structure.

### Why ionisation sets in gradually

The threshold says where ionisation becomes possible, and not that it is likely there. For equal masses and a direct gap, all final states allowed by (7) can be written with two free vectors:

\[
\mathbf k_1=\frac{\mathbf k}{3}+\mathbf p+\mathbf q,\qquad
\mathbf k_2=\frac{\mathbf k}{3}+\mathbf p-\mathbf q,\qquad
\mathbf k_3=\frac{\mathbf k}{3}-2\mathbf p .
\tag{35}
\]

In this subsection \(\mathbf p\) describes the motion of the electron pair relative to the hole. The terms linear in \(\mathbf k\) cancel in the sum of squares, because the three deviations add up to zero. The electrons contribute \(2p^2+2q^2\) and the hole \(4p^2\), so that

\[
k_1^2+k_2^2+k_3^2=\frac{k^2}{3}+6p^2+2q^2 .
\tag{36}
\]

Energy conservation (8) then fixes the energy of relative motion:

\[
a\left(6p^2+2q^2\right)=\frac{2E}{3}-E_g=\frac23\left(E-E_{\rm th}\right)\equiv W .
\tag{37}
\]

In lowest-order perturbation theory, the rate is proportional to the squared matrix element summed over the final states that conserve energy. Assume that this squared matrix element can be treated as a non-zero constant near threshold. The rate \(R\) in three dimensions then varies as

\[
R\propto\int d^3p\,d^3q\;\delta\!\left(W-6ap^2-2aq^2\right).
\]

The substitutions \(\mathbf u=\sqrt{6a}\,\mathbf p\) and \(\mathbf s=\sqrt{2a}\,\mathbf q\) contribute constant factors and turn the argument of the delta function into \(W-\rho^2\), where \(\rho^2=u^2+s^2\) is the squared radius in six dimensions. The volume element is proportional to \(\rho^5d\rho=\tfrac12(\rho^2)^2\,d(\rho^2)\), and the delta function sets \(\rho^2=W\). Hence

\[
R\propto W^2\propto\left(E-E_{\rm th}\right)^2,\qquad E\ge E_{\rm th}.
\tag{38}
\]

At threshold the final state is the single point (17), and the number of available states grows from zero. Doubling the excess energy multiplies the rate by four, within this approximation. The approximation fails when the matrix element vanishes in the threshold state, where all wavevectors are collinear. In an isotropic Kane model the overlap between the final conduction state and a heavy-hole state is zero for collinear wavevectors, and the rate then starts roughly as the cube of the excess energy. An electron that has just passed \(3E_g/2\) may therefore gain more energy from the field, or lose energy to phonons, before it ionises. Equation (1) accordingly gives the shortest distance at which the direct collision can occur, and not the mean distance between ionisation events.

## Numbers as computed

```
Model parameters
gap = 1.000 eV
effective mass = 0.100 free-electron masses
hbar^2/(2m) = 0.38100 eV nm^2
Threshold, equal masses (numerical minimisation)
threshold kinetic energy = 1.50000 eV
threshold / gap = 1.50000
initial wavenumber = 1.9842 1/nm
final wavenumbers e, e, h = 0.6614, 0.6614, 0.6614 1/nm
final kinetic energies e, e, h = 0.1667, 0.1667, 0.1667 eV
initial velocity = 2.297e+06 m/s
final velocities e, e, h = 7.657e+05, 7.657e+05, 7.657e+05 m/s
Electron below threshold
kinetic energy = 1.200 eV
energy left after paying the gap = 0.2000 eV
least final kinetic energy = 0.4000 eV
energy deficit = 0.2000 eV
Electron above threshold, q perpendicular to k
kinetic energy = 1.800 eV
initial wavenumber = 2.1736 1/nm
hbar^2 q^2/(2m) = 0.1000 eV
q = 0.5123 1/nm
final kinetic energies e, e, h = 0.3000, 0.3000, 0.2000 eV
Thresholds for unequal masses (numerical), in units of the gap
m_e = 0.1, m_h = 0.5 free-electron masses: electron 1.1667, hole 1.8333
m_e = 0.1, m_h = 0.2 free-electron masses: electron 1.3333, hole 1.6667
m_e = 0.2, m_h = 0.1 free-electron masses: electron 1.6667, hole 1.3333
equal masses, initiating hole: 1.5000
Displaced conduction minimum, equal masses, one valley
g = sqrt(2 m gap)/hbar = 1.6201 1/nm
Q/g = 0.5: lowest threshold / gap = 1.1005
Q/g = 1.0: lowest threshold / gap = 1.0000
Q/g = 3.0: lowest threshold / gap = 1.8832
```
